\section*{Overdamped Magnetization Decay of a Tunnelling Two-State Magnet under Dephasing, part 2}

A small magnet stores a bit in two wells, $|\uparrow\rangle$ and $|\downarrow\rangle$, with $\sigma_z=\pm1$. It can tunnel between them while its surroundings disturb it. The question is how fast the stored magnetization $m=\langle\sigma_z\rangle=p_\uparrow-p_\downarrow$ is lost, where $p_\uparrow$ and $p_\downarrow$ are the populations of the wells. The Hamiltonian is
\begin{equation}
H=-\frac{\Delta}{2}\sigma_x-\frac{\epsilon}{2}\sigma_z .
\label{eq:H}
\end{equation}
Here $\Delta$ is the full tunnel splitting at zero bias, and $\epsilon$ is the energy by which the up state lies below the down state. The angular frequencies are $\Omega=\Delta/\hbar$ and $\omega=\epsilon/\hbar$. The coherence between the wells has the components $x=\langle\sigma_x\rangle$ and $y=\langle\sigma_y\rangle$.

The surroundings add a random bias $\tfrac12\hbar\xi(t)\sigma_z$ of zero mean, which by itself never flips the magnet. For Gaussian white noise,
\begin{equation}
\langle\xi(t)\xi(t')\rangle=2\gamma\,\delta(t-t') ,
\label{eq:white}
\end{equation}
and without tunnelling the coherence decays at the rate $\gamma$. The averaged density matrix obeys
\begin{equation}
\dot\rho=-\frac{i}{\hbar}[H,\rho]+\frac{\gamma}{2}\left(\sigma_z\rho\sigma_z-\rho\right).
\label{eq:master}
\end{equation}

At zero bias the magnetization rings for $\gamma<2\Omega$ and is overdamped for $\gamma>2\Omega$. The slow rate is then $\lambda_-=\gamma/2-\sqrt{\gamma^2/4-\Omega^2}$. For $\gamma\gg\Omega$, a bit written with $m(0)=1$ and no coherence decays as
\begin{equation}
m(t)\simeq e^{-\Gamma t},\qquad \Gamma=\frac{\Omega^2}{\gamma}=\frac{\Delta^2}{\hbar^2\gamma}.
\label{eq:Gamma}
\end{equation}
Flips in one direction occur at the rate $\Gamma/2$.

This law was tested by following spin vectors in 20\,000 random white-noise fields, without the averaged equation, for $\Omega=1$, $\gamma=20$ and $t=10$ in reduced units. The mean was $m=0.610$, against $e^{-\Gamma t}=0.607$. Since $|m|\le1$ for each vector, the standard error of the mean is at most $\sqrt{(1-0.610^2)/20\,000}\approx0.006$.

\section{Bias, slow noise and a row of iron atoms}

\textbf{Q.} Before you go on, restate what you are carrying over.

\textbf{A.} The tunnel splitting is $\Delta=\hbar\Omega$, the bias is $\epsilon=\hbar\omega$, and $\gamma$ is the decay rate of the coherence without tunnelling. The Bloch equations are
\begin{equation}
\dot m=-\Omega y,\qquad \dot y=\Omega m-\gamma y-\omega x,\qquad \dot x=\omega y-\gamma x .
\label{eq:bloch2}
\end{equation}
At $\omega=0$ and $\gamma\gg\Omega$ they give $m\simeq e^{-\Gamma t}$ with $\Gamma=\Omega^2/\gamma$. The relative error of the rate is about $(\Omega/\gamma)^2$.

\textbf{Q.} No real magnet sits at zero bias. What does a constant field along the axis do?

\textbf{A.} It detunes the wells. By themselves $x$ and $y$ rotate at $\omega$ and decay at $\gamma$. If $\gamma\gg\Omega$ they settle long before $m$ changes, so their derivatives may be set to zero. The last equation gives $x=\omega y/\gamma$. The second then reads
\begin{equation}
\Omega m=\left(\gamma+\frac{\omega^2}{\gamma}\right)y
\quad\Longrightarrow\quad
y=\frac{\Omega\gamma}{\gamma^2+\omega^2}\,m ,
\end{equation}
and the first becomes $\dot m=-\Gamma(\epsilon)m$ with
\begin{equation}
\Gamma(\epsilon)=\frac{\Omega^2\gamma}{\gamma^2+\omega^2}=\frac{\Gamma}{1+(\omega/\gamma)^2}.
\label{eq:bias}
\end{equation}
The bias can be neglected if $|\epsilon|\ll\hbar\gamma$. At $|\epsilon|=\hbar\gamma$ the rate has fallen to half.

\textbf{Q.} Does stronger dephasing still protect the bit?

\textbf{A.} Not if the bias is large. Differentiating \eqref{eq:bias} at fixed $\omega$,
\begin{equation}
\frac{\partial\Gamma(\epsilon)}{\partial\gamma}=\Omega^2\,\frac{\omega^2-\gamma^2}{(\gamma^2+\omega^2)^2}.
\end{equation}
For $\gamma<|\omega|$ this is positive: the noise broadens the levels and helps them to overlap. For $\gamma>|\omega|$ it is negative, and more dephasing slows the decay. The protective effect needs $\gamma$ larger than both $\Omega$ and $|\omega|$.

\textbf{Q.} With a bias, the magnet should end up preferring the lower well. Your equation sends $m$ to zero.

\textbf{A.} That is a defect of classical noise, which drives both directions equally. In thermal equilibrium at temperature $T$, for $\Delta\ll|\epsilon|$, the populations have the ratio $p_\uparrow/p_\downarrow=e^{\epsilon/k_BT}$, so
\begin{equation}
m_{\rm eq}=\frac{e^{\epsilon/k_BT}-1}{e^{\epsilon/k_BT}+1}=\tanh\frac{\epsilon}{2k_BT}.
\end{equation}
The model is adequate while this is small. At zero bias symmetry makes the equilibrium value zero.

\textbf{Q.} You also assumed noise without memory. Suppose that the random field persists for a time $\tau$.

\textbf{A.} Return to one realization of the field, at zero mean bias. The term $\tfrac12\hbar\xi\sigma_z$ corresponds to $\omega=-\xi$, and there is no $\gamma$ before averaging. Then $\dot x=-\xi y$ and $\dot y=\Omega m+\xi x$, so that $c=x+iy$ obeys
\begin{equation}
\dot c=-\xi y+i\xi x+i\Omega m=i\xi c+i\Omega m .
\end{equation}
With $c(0)=0$ the solution is $c(t)=i\Omega\int_0^te^{i\varphi(t,s)}m(s)\,ds$, where $\varphi(t,s)=\int_s^t\xi(t')\,dt'$. Its imaginary part is $y$, and therefore
\begin{equation}
\dot m(t)=-\Omega^2\int_0^t\cos\varphi(t,s)\,m(s)\,ds .
\label{eq:traj}
\end{equation}
This is still exact for each realization. The factor $\Omega^2$ is already in front. To second order in $\Delta$ the average of the product may thus be replaced by the product of averages, and $m(s)$ by $m(t)$. This requires that $m$ change little during $\tau$ and during the decay time of the coherence.

Take Gaussian noise with
\begin{equation}
\langle\xi(t)\xi(t')\rangle=\frac{\gamma}{\tau}e^{-|t-t'|/\tau}.
\end{equation}
Its time integral is $2\gamma$, as for the white noise used before. The phase variance over a time $t$ is
\begin{equation}
\langle\varphi^2\rangle=\frac{2\gamma}{\tau}\int_0^t(t-u)e^{-u/\tau}du=2\gamma\left[t-\tau\left(1-e^{-t/\tau}\right)\right],
\end{equation}
and $\langle\cos\varphi\rangle=e^{-\langle\varphi^2\rangle/2}$. For times long compared with the decay of the coherence the upper limit in \eqref{eq:traj} can go to infinity:
\begin{equation}
\Gamma_\tau=\Omega^2\int_0^\infty \exp\left\{-\gamma\left[t-\tau\left(1-e^{-t/\tau}\right)\right]\right\}dt .
\label{eq:tau}
\end{equation}

\textbf{Q.} Does memory raise or lower the rate?

\textbf{A.} It raises it at fixed $\gamma$. The bracket in \eqref{eq:tau} is smaller than $t$, so the coherence lives longer. For $a=\gamma\tau\ll1$ the integral is dominated by $t\sim1/\gamma\gg\tau$, where the bracket is nearly $t-\tau$. Hence $\Gamma_\tau\simeq\Gamma e^{a}\simeq\Gamma(1+a)$ to first order in $a$.

At $a=1$ the integral can be done. With $v=t/\tau$ and then $w=e^{-v}$,
\begin{equation}
\frac{\Gamma_\tau}{\Gamma}=\int_0^\infty e^{-v+1-e^{-v}}dv=e\int_0^1e^{-w}dw=e-1=1.7183 .
\end{equation}
Random-field averages tested this case with $\Omega=1$, $\gamma=20$, $t=10$ and 20\,000 fields. They gave $m=0.419$, and $e^{-\Gamma_\tau t}=0.424$. The standard error, bounded as before, is at most $0.0065$.

\textbf{Q.} Now give me a magnet instead of two letters.

\textbf{A.} Take a ferromagnetic row of four iron atoms on a thin copper nitride layer over copper, at 1 K. Each atom is treated as a spin 2, and the row is described by
\begin{equation}
H_{\rm row}=\sum_j\left[-DS_{jz}^2+E\left(S_{jx}^2-S_{jy}^2\right)\right]-J\sum_j\mathbf S_j\cdot\mathbf S_{j+1},
\end{equation}
with dimensionless spins and $D=1.5$ meV, $E=0.3$ meV, $J=0.7$ meV. The first term favours the two directions along $z$. The second mixes them and causes the tunnelling. The dephasing rate is set to $\gamma=1.0\times10^{10}\ \mathrm{s^{-1}}$, to represent scattering of electrons of the copper. All these are rough typical values.

Diagonalizing this model in its 625 spin states gives a lowest pair split by $\Delta=8.27$ neV. The next level lies 4.30 meV above the ground state.

\textbf{Q.} Four coupled spins are not one two-state system. Why may I use your formula?

\textbf{A.} Because the lowest pair is well isolated, and because the noise acts on it in the right way. Call the pair $|g\rangle$ and $|e\rangle$. The wells are $(|g\rangle\pm|e\rangle)/\sqrt2$, with total $\langle S_z\rangle=\pm7.95$, close to the value 8 of fully aligned spins. In a longitudinal field chosen so that $\epsilon=\Delta$, a two-state magnet has the gap $\sqrt{\Delta^2+\epsilon^2}=\sqrt2\,\Delta$. The full row, diagonalized in that field, gave $1.414214\,\Delta$.

For the noise, consider the spin of one atom. Without a field $H_{\rm row}$ is symmetric under time reversal, and the row has integer total spin. Each nondegenerate eigenstate goes into itself up to a phase, whereas every spin component changes sign. So $\langle g|S_{jz}|g\rangle=\langle e|S_{jz}|e\rangle=0$. With real eigenvectors $\langle g|S_{jz}|e\rangle$ is real, and in the well basis
\begin{equation}
\langle\uparrow|S_{jz}|\downarrow\rangle=\tfrac12\big(\langle g|S_{jz}|g\rangle-\langle e|S_{jz}|e\rangle-\langle g|S_{jz}|e\rangle+\langle e|S_{jz}|g\rangle\big)=0 .
\end{equation}
Thus $S_{jz}$ acts as $\sigma_z$. The transverse components change the total $S_z$ by one, while $H_{\rm row}$ changes it by zero or two. Both states of the pair contain only even values, so transverse elements vanish within it. The largest one found numerically was $3\times10^{-16}$, which is rounding error. An electron that couples to one atomic spin therefore dephases the pair, to first order in that coupling, but does not flip it.

\textbf{Q.} Put in the numbers.

\textbf{A.} The splitting corresponds to $\Omega=\Delta/\hbar=1.256\times10^7\ \mathrm{s^{-1}}$. Then $\Omega/\gamma=1.26\times10^{-3}$, which is deep in the overdamped range, and
\begin{equation}
\Gamma=\frac{(1.256\times10^7\ \mathrm{s^{-1}})^2}{1.0\times10^{10}\ \mathrm{s^{-1}}}\approx1.6\times10^4\ \mathrm{s^{-1}} .
\end{equation}
The retention time is $1/\Gamma\approx0.063$ ms. The initial transient lasts about $1/\gamma=0.1$ ns. Flips in one direction occur at half of $\Gamma$, about $7.9\times10^3\ \mathrm{s^{-1}}$.

\textbf{Q.} That is a poor memory. Would a longer row help?

\textbf{A.} In this model the length matters greatly. With $\gamma$ held fixed, three atoms have $\Delta=231$ neV and a slow rate of $1.2\times10^7\ \mathrm{s^{-1}}$. Going from three atoms to four divides $\Delta$ by 28 and the rate by about $28^2\approx780$. Two atoms have $\Delta=6.5\times10^3$ neV and $2\Omega/\gamma=1.97$. They are not overdamped, and the decay law does not apply to them: their magnetization rings.

Holding $\gamma$ fixed is a simplification. If the atoms are disturbed independently, their phase variances add and $\gamma$ grows in proportion to their number. Three atoms would then have $\tfrac34$ of the four-atom $\gamma$, and the ratio of the two rates would rise by a factor of about $\tfrac43$. The change in $\Delta^2$ still dominates.

\textbf{Q.} What about stray fields? A magnet with so large a moment must feel them.

\textbf{A.} It does. A field $B$ along the axis gives $\epsilon=2g\mu_B|\langle S_z\rangle|B$, because the two wells have opposite moments. With $g=2$, 1 mT produces $1.84\ \mu$eV, more than two hundred times $\Delta$. The relevant comparison is nevertheless with $\hbar\gamma$, and \eqref{eq:bias} gives $0.93\,\Gamma$. The rate is halved at 3.6 mT, and at 10 mT it is $0.11\,\Gamma$. At 10 mT the equilibrium value $|m_{\rm eq}|=0.11$ is no longer negligible either.

A transverse field of 10 mT along the medium axis multiplies $\Delta^2$ by 1.00005. This figure covers the splitting alone. Such a field also breaks the symmetry that forbids flips by single electrons, and the resulting flip rate was not computed.

\textbf{Q.} And the memory of the noise, or plain thermal escape?

\textbf{A.} As an estimate, give the electron noise the correlation time $\tau=\hbar/k_BT=7.6$ ps and the exponential form used above. Then $\gamma\tau=0.076$, and \eqref{eq:tau} raises the rate by 7\% relative to $\Gamma$. The sign of this correction belongs to the exponential form. The noise of electrons in a metal is stronger at high frequencies, which weakens the coherence at early times and can lower the rate instead. The finite ratio $\Omega/\gamma$ changes it by less than two parts in a million.

For thermal escape, let $G=4.30$ meV be the gap to the third level. Suppose that the magnet attempts to leave the pair at the large rate $G/\hbar$, and that each excitation loses the bit. The estimate $(G/\hbar)e^{-G/k_BT}$ is about $10^{-9}\ \mathrm{s^{-1}}$ at 1 K, far below $\Gamma$. Equating it to $\Gamma$ gives
\begin{equation}
T_*=\frac{G}{k_B\ln(G/\hbar\Gamma)}\approx2.5\ \mathrm K ,
\end{equation}
with $\Gamma$ held at its 1 K value. The level at $G$ is itself a close doublet, and more levels follow near 5 meV. Summing the same estimate over all excited levels gives about $3\times10^{-9}\ \mathrm{s^{-1}}$ at 1 K and lowers $T_*$ to about 2.4 K. Well below $T_*$ tunnelling sets the retention time in this model.

\textbf{Q.} How far would you trust 0.063 ms for a real row?

\textbf{A.} Not even as an order of magnitude, unless $D$, $E$ and $J$ are known well for that row. The values of $D$ and $E$ are of the size found for single iron atoms on this surface, but they depend on the position in a row, and here all atoms were given the same ones. Since $\Gamma\propto\Delta^2$, a factor of two in $\Delta$ is a factor of four in the retention time. And $\Delta$ itself is very sensitive. The $E$ term changes the total $S_z$ by two, so the reversal from $8$ to $-8$ takes eight steps, and $\Delta$ grows roughly as $E^8$. Diagonalizing the same row with $E=0.27$ meV gives a retention time of 0.34 ms, and with $E=0.33$ meV it is 0.014 ms. The dephasing rate is uncertain too. At fixed $\Delta$ the retention time is proportional to it, so a tenfold error in $\gamma$ is a tenfold error in the result. Adjustment of the copper electrons to the magnet can also change $\Delta$ itself, and that effect is left out. Zero axial field is also easily lost in a device: a few millitesla would change the rate by a factor of order two. A magnetic probe tip close to the row usually acts as a much larger field, and once $|\epsilon|$ approaches $k_BT$ (about 50 mT at 1 K) this model no longer applies. The remaining figures are in the numerical output below.

\textbf{Q.} Then what would you measure to find out whether the mechanism is right?

\textbf{A.} The dependence on the axial field. Within the model, with fixed $\gamma$ and short-correlated noise, $1/\Gamma(\epsilon)$ grows linearly with $B^2$. The field at which it has doubled gives $\gamma$ through $|\epsilon|=\hbar\gamma$. The rate at zero field then gives $\Delta=\hbar\sqrt{\gamma\Gamma}$. For noise that is not white this is an effective splitting, not the bare one: the exponential memory with $\gamma\tau=0.076$ makes it about 3\% too large, and the high-frequency noise of metal electrons can make it several per cent too small. If the moment that converts $B$ into $\epsilon$ is known, both unknowns follow from retention times, provided that the temperature is low enough to exclude thermal escape and that $|\epsilon|$ stays small compared with $k_BT$.

\section*{Numbers as computed}
\begin{verbatim}
TESTS IN REDUCED UNITS
relative excess of exact rate at Omega/gamma=0.05: 0.002513
white noise, Omega=1 gamma=20 t=10: m = 0.610 (trajectories)
  exp(-Gamma t) = 0.607
noise with gamma*tau=1, same case: m = 0.419 (trajectories)
  second-order formula = 0.424
  rate factor for gamma*tau=1: 1.7183
INPUTS (rough typical values)
atoms 4, spin per atom 2, g factor 2.0
D = 1.5 meV, E = 0.3 meV, J = 0.7 meV
gamma = 1.00e+10 1/s, temperature = 1.0 K
SPIN ROW
number of spin states: 625
tunnel splitting Delta = 8.2694 neV
well moment <Sz> = 7.9451 (units of hbar)
gap to third level = 4.2995 meV
gap ratio at epsilon = Delta: 1.414214
largest transverse element in pair: 2.9e-16
DECAY
Omega = 1.2563e+07 rad/s
Omega/gamma = 1.2563e-03
Gamma = 1.5784e+04 1/s
one-way flip rate = 7.8920e+03 1/s
retention time 1/Gamma = 6.3355e-02 ms
duration of transient 1/gamma = 0.100 ns
m at t = 1/Gamma from full evolution: 0.36788
ROW LENGTH, SAME gamma
2 atoms: Delta = 6.4661e+03 neV, 2 Omega/gamma = 1.965e+00, not overdamped
3 atoms: Delta = 2.3146e+02 neV, 2 Omega/gamma = 7.033e-02, slow rate = 1.238e+07 1/s
4 atoms: Delta = 8.2694e+00 neV, 2 Omega/gamma = 2.513e-03, slow rate = 1.578e+04 1/s
NEGLECTED EFFECTS
field 1 mT along axis: epsilon = 1.840 ueV
  rate factor 0.9276, equilibrium |m| = 0.0107
field 10 mT along axis: epsilon = 18.396 ueV
  rate factor 0.1135, equilibrium |m| = 0.1063
axial field that halves the rate = 3.578 mT
10 mT along medium axis: rate factor 1.0001
noise correlation time hbar/kT = 7.638 ps
gamma*tau = 0.0764, rate factor 1.0736
log10 of thermal escape estimate in 1/s: -8.9
temperature where that estimate equals Gamma = 2.51 K
\end{verbatim}
